# Lorentz local field and the apparent jump length in field-driven oxidation

## Question

I have growth data for an oxide film in the high-field regime, where the ionic current rises exponentially with the field. From the slope of $\ln J$ against the macroscopic field I get a half-jump length of 0.46 nm, so a full jump of 0.92 nm. That seems far too long for an ion moving between neighbouring sites.

I was told that the ions feel the Lorentz local field, that the relative permittivity is 9, and that the length "therefore becomes about 0.125 nm". How does one show this? And is it legitimate? The voltage across the film is fixed by the macroscopic field, so I do not see where the extra work on the ion comes from.

## Answer

The number follows if the Lorentz field acts along the whole path from the rest site to the saddle. It does not follow merely from the ion feeling that field at its rest site, and your worry about the voltage is the reason.

### What the slope measures

Let an ion of charge $q=ze$ sit in a well, with a saddle at distance $a$ and the next well at $2a$. The macroscopic field $E$ inside the oxide points along the jump. Without field the barrier is $W$. Let $w$ be the work done by the field on the ion up to the saddle, and suppose that the second half of the jump gains the same work. The forward barrier is then $W-w$. An ion returning from the next well must climb against the field, so its barrier is $W+w$.

With $n$ mobile ions per unit area in one plane and attempt frequency $\nu$, the net current density is

$$
J=qn\nu\left[e^{-(W-w)/kT}-e^{-(W+w)/kT}\right]
=2qn\nu\,e^{-W/kT}\sinh\frac{w}{kT}.
$$

Write $w=qafE$, where $f$ is the mean field along the half-jump divided by $E$. Take $W$, $n$, $\nu$ and $f$ as independent of field. Differentiating the logarithm gives

$$
\frac{d\ln J}{dE}=\frac{qaf}{kT}\coth\frac{w}{kT}.
$$

For $w\gg kT$ the hyperbolic cotangent tends to 1. A slope analysis that uses the macroscopic field defines the apparent length through $d\ln J/dE=qa_{\rm app}/kT$, so in this regime

$$
a_{\rm app}=fa .
$$

The slope therefore gives a product of a length and a field factor, and cannot separate the two. In the opposite limit, $w\ll kT$, $\coth(w/kT)\to kT/w$ and the slope becomes $1/E$. The current is then ohmic and its logarithmic slope contains no jump length at all.

### The Lorentz factor and the requested number

In a linear isotropic dielectric the polarization is $P=\varepsilon_0(\varepsilon-1)E$. To find the field at one site, cut out an imaginary sphere around it. The outward normal of the dielectric points into the cavity, so the surface charge density is $-P\cos\theta$, with $\theta$ measured from the field direction. A surface element at angle $\theta$ contributes $P\cos^2\theta\,d\Omega/(4\pi\varepsilon_0)$ to the field at the centre, along $E$. Since $\int\cos^2\theta\,d\Omega=4\pi/3$, the total is $P/(3\varepsilon_0)$. For point dipoles arranged with cubic symmetry about the site, the dipoles inside the sphere add nothing. Hence

$$
E_{\rm loc}=E+\frac{P}{3\varepsilon_0}
=E\left(1+\frac{\varepsilon-1}{3}\right)=\frac{\varepsilon+2}{3}\,E .
$$

Now assume that this field acts uniformly over the half-jump. Then $f=(\varepsilon+2)/3$, and

$$
a=\frac{3\,a_{\rm app}}{\varepsilon+2}
=\frac{3\times0.46\ \text{nm}}{11}=0.1255\ \text{nm}\approx0.125\ \text{nm}.
$$

The full jump shrinks from 0.92 nm to 0.25 nm. For $\varepsilon\to1$ there is no correction, as there should be. The result depends noticeably on the permittivity: with $a_{\rm app}$ fixed, $\varepsilon=8$ gives 0.138 nm and $\varepsilon=10$ gives 0.115 nm.

### Where the assumption can fail

The barrier responds to work, which is a line integral. Consider a host of linearly polarizable sites. The moving ion also polarizes its neighbours, so one should ask whether that changes the work. Collect the induced dipoles in a vector $p$, the fields acting on them in $F=F_E+F_q$ (applied field plus field of the ion), and the stiffness of the dipoles, including their mutual coupling, in a symmetric matrix $K$, positive definite for a stable host. The polarization energy is

$$
U=\tfrac12\,p\cdot Kp-p\cdot F .
$$

Its minimum lies at $p=K^{-1}F$, where $U=-\tfrac12F\cdot K^{-1}F$. The part containing both the applied field and the ion is

$$
-F_E\cdot K^{-1}F_q=-p_E\cdot F_q,\qquad p_E=K^{-1}F_E .
$$

Here $p_E$ are the dipoles that the applied field induces with the ion absent. The energy $-p_E\cdot F_q$ of these dipoles in the field of the ion equals $q$ times their potential at the ion. Adding the direct energy of the ion in the applied field, one finds that the work linear in the field is

$$
w=q\int_{\rm rest}^{\rm saddle}\mathbf e(\mathbf r)\cdot d\mathbf r ,
$$

where $\mathbf e$ is the microscopic field with the ion absent. The ion's own polarization of its neighbours belongs to $W$.

In a periodic crystal the potential of $\mathbf e$ is $-\mathbf E\cdot\mathbf r$ plus a function with the period of the lattice. If the two wells are separated by a lattice vector of length $2a$ along $\mathbf E$, the periodic part is the same at both, and the full jump gains $2qaE$.

Suppose also that the crystal has inversion symmetry about the saddle. Inversion turns the field $\mathbf e(\mathbf u)$, at displacement $\mathbf u$ from the saddle, into $-\mathbf e(-\mathbf u)$, and turns $\mathbf E$ into $-\mathbf E$. By linearity, the field belonging to $-\mathbf E$ is $-\mathbf e(\mathbf u)$. Therefore $\mathbf e(\mathbf u)=\mathbf e(-\mathbf u)$, both halves of the jump gain equal work, and

$$
w=qaE,\qquad f=1,\qquad a=a_{\rm app}.
$$

For such a jump the Lorentz correction must not be applied.

### A lattice that shows both facts

Take a simple cubic lattice of point dipoles with $\varepsilon=9$ (a pattern of alternating dipole columns goes unstable at $\varepsilon\approx11.8$, so this model cannot be carried to much higher permittivity), and let the ion jump from one body centre to the next through the centre of the shared face. I summed the dipole fields plane by plane and integrated them along the path by Gauss–Legendre quadrature. In units of $E$:

- at the body centre, the rest site, the field is 3.667, which is the Lorentz value $11/3$;
- at the face centre, the saddle, it is $-1.85$;
- averaged over the half-jump, it is 1.000.

The ion does feel the Lorentz field where it rests. On the way to the saddle the field falls and then reverses. At the face centre, every dipole in the plane of the face is seen from the side and contributes a field opposed to $E$. The work gained near the rest site in excess of that of $E$ alone is paid back before the saddle, leaving $w=qaE$, which is how the enhanced local field is compatible with the fixed voltage.

If inversion symmetry is absent, the two halves may differ. For wells a lattice vector apart and halves of equal length, their field factors must still average to 1. A first half with factor $11/3$ then requires a second half with $2-11/3=-5/3$: past the saddle, the field would on average push the ion back. In a disordered oxide a single rate-limiting jump may have $f\ne1$, but the work summed over a path through the film must equal $q$ times the voltage. A factor $11/3$ over every complete jump would violate this.

### Numbers for an anodic film

Take $z=2$, $T=300$ K ($kT=0.02585$ eV), $E=5$ MV/cm $=0.5$ V/nm, $W=1.2$ eV, $n=10^{15}$ cm$^{-2}$ and $\nu=10^{13}$ Hz. The slope corresponding to 0.46 nm is

$$
\frac{d\ln J}{dE}=\frac{2\times0.46\ \text{nm}}{0.02585\ \text{V}}
=35.6\ \text{nm/V}=3.56\ \text{cm/MV}.
$$

With the macroscopic field, the work is $w=2\times0.46\times0.5=0.46$ eV. With the Lorentz field of 18.3 MV/cm and the shorter length, it is $2\times0.1255\times1.833=0.46$ eV again. Either way the remaining barrier is 0.74 eV and

$$
J=qn\nu\,e^{-0.74/0.02585}\approx1.2\ \text{mA/cm}^2 .
$$

The reverse rate is smaller than the forward rate by $e^{-2w/kT}\approx3.5\times10^{-16}$, so the high-field form is safe here.

A larger correction comes from the shape of the barrier. So far the well and saddle have stayed in place, as for a sharp barrier. For a sinusoidal one in a uniform field $fE$,

$$
U(x)=\frac W2\left(1-\cos\frac{\pi x}{a}\right)-qfEx .
$$

Setting $dU/dx=0$ gives $\sin(\pi x/a)=s$ with $s=2aqfE/(\pi W)$. The well moves to $x_1=(a/\pi)\arcsin s$ and the saddle to $x_2=a-x_1$. Because $dU/dx=0$ at both points, their motion does not contribute to the first derivative of the barrier with respect to the force $qfE$, which is $-(x_2-x_1)$. The slope therefore measures

$$
x_2-x_1=a-\frac{2a}{\pi}\arcsin s=\frac{2a}{\pi}\arccos s .
$$

For $a=0.1255$ nm and $f=11/3$, $s=0.244$ and this distance is 0.106 nm, too short to reproduce the slope. Solving numerically for the $a$ that restores 0.1255 nm, with $W$, $E$ and the slope held fixed, gives $a=0.156$ nm, an increase of 24%. (A second solution, near 0.47 nm, leaves a barrier of only about $kT$, too low for the hopping picture.) The current is not held fixed in this comparison. In a uniform field, $a$ and $f$ enter the slope condition only as $af$, so a reading with $f=1$ would also grow by 24%.

This does not carry over to the dipole lattice above, where the field varies along the path. There the well slides forward through the region of strong field, so the work over that stretch no longer counts towards the slope, and the reversed field pushes the saddle forward, adding a stretch of negative work. Both shifts lower the slope. With the same sinusoidal barrier, $a=0.46$ nm and $E=0.5$ V/nm, the slope even becomes slightly negative. The result $a=a_{\rm app}$ for that lattice therefore requires a well and saddle that stay nearly in place. Lowering the field does not rescue it for this barrier: already at $qaE=3kT$, where the high-field form only begins to hold, the slope gives a length about a fifth shorter than $a$.

### Compared with real films

These values are round choices in the rough regime of anodic barrier films on valve metals, where fields are several MV/cm. Taking $n$ as dense as a full atomic plane is generous, but a constant $n$ does not affect the slope. Such films are often amorphous, which breaks the assumption of identical jumps; the model does not say how far that moves $f$. At 5 MV/cm the film is at half of a rough breakdown field of 10 MV/cm. Fowler–Nordheim tunnelling of electrons, with an assumed barrier of 2.5 eV and mass ratio 0.4, adds about $6\times10^{-5}$ mA/cm$^2$, negligible beside the ionic current. This depends strongly on the assumed barrier: at 2.0 eV the same formula gives about 1.2 mA/cm$^2$, as much as the ionic current. Both values are for zero temperature and a bare triangular barrier; at 300 K with image-force lowering (permittivity 9 to 3) they rise by a factor of about 3 to 13. Space charge can also matter: from $\Delta E=qn_{\rm u}/(\varepsilon_0\varepsilon)$, an uncompensated density $n_{\rm u}$ of only $1.2\times10^{-4}$ of one ion plane shifts the field by 1%.

So 0.125 nm is the correct conversion under a uniform Lorentz field and a sharp barrier. A full jump of 0.25 nm is a plausible atomic distance, but that does not establish the field assumption. For symmetric jumps between sites a lattice vector apart, with a well and saddle that stay in place, 0.46 nm would remain 0.46 nm, and its excessive size would need another explanation, such as a wrong ion charge or film field in the slope analysis, or a process missing from the hopping model.

Numbers in the example were calculated in double precision.
